# The coherent potential approximation and band splitting in an equiatomic alloy

## Question

I am working on this exercise: "Derive the coherent potential approximation (CPA) as single-site embedding. Show that an equiatomic alloy with a semicircular band splits when the level difference exceeds the half bandwidth."

My Hamiltonian is

$$H=\sum_i \varepsilon_i|i\rangle\langle i|+T ,$$

where $\varepsilon_i=+\delta/2$ (species A) or $-\delta/2$ (species B), independently with probability 1/2 each. The hopping $T$ is not random, and its band has half width $D$.

I am stuck in three places. I know the condition "the average scattering matrix vanishes", but I do not see what it has to do with embedding. For the semicircle I get a cubic equation and do not know which root to take. And I would have guessed the threshold $\delta=2D$, because that is where the bands of pure A and pure B stop overlapping. Why should half of that be enough?

## Answer

Your guess of $2D$ is not foolish: it answers a different question, as the last section shows. The threshold $\delta=D$ is a statement about the CPA with a semicircular band.

Take all sites equivalent, $T_{ii}=0$, and $\operatorname{Im}z>0$. Write $s=\delta/2$ and $a=D^2/4$. The pure band has the local density of states

$$\rho_0(E)=\frac{2}{\pi D^2}\sqrt{D^2-E^2},\qquad |E|\le D .$$

We want $G(z)=\langle[(z-H)^{-1}]_{ii}\rangle$, averaged over the alloy, and $\rho(E)=-\operatorname{Im}G(E+i0)/\pi$, the density of states per site.

### 1. Embedding one real atom

Put the same complex energy $\Sigma(z)$, the coherent potential, on every site. The local Green's function of this medium is

$$F=\int\frac{\rho_0(E)\,dE}{z-\Sigma-E}.$$

Now separate site 0 from the rest $R$. Let $\tau$ be the column of hopping elements from site 0 to $R$, and $M_R=z-\Sigma-T_{RR}$. If $x$ is the column of the Green's function that starts at site 0, then

$$(z-\Sigma)x_0-\tau^\dagger x_R=1,\qquad -\tau x_0+M_Rx_R=0 .$$

The second equation gives $x_R=M_R^{-1}\tau x_0$. Inserting it in the first,

$$F=x_0=\frac{1}{z-\Sigma-\Delta},\qquad \Delta=\tau^\dagger M_R^{-1}\tau .$$

The function $\Delta$ describes an electron leaving site 0, moving through the medium and returning. It does not contain the level of site 0. If a real atom of level $\varepsilon$ replaces $\Sigma$ on that site, then

$$g_\varepsilon=\frac{1}{z-\varepsilon-\Delta},\qquad \Delta=z-\Sigma-\frac1F .$$

This is the embedded atom. To find the scattering matrix, set $v=\varepsilon-\Sigma$:

$$g_\varepsilon=\frac{1}{1/F-v}=\frac{F}{1-vF}=F+F\,t_\varepsilon F,\qquad t_\varepsilon=\frac{v}{1-vF}.$$

Averaging over the two species gives $\langle g\rangle=F+F^2\langle t\rangle$. Since $F\ne0$,

$$\langle t\rangle=0\quad\Longleftrightarrow\quad\langle g\rangle=F .$$

So your condition says that the embedded atoms, on average, reproduce the medium in which they sit. This fixes $\Sigma$, and the CPA takes $G=F$. The approximation lies in $\Delta$: in the real alloy it varies with the surroundings of each site, while here every atom sees the same one. Correlated scattering from groups of sites is lost.

### 2. The semicircle closes the equations

Let $\zeta=z-\Sigma$ and write $\zeta=\tfrac D2(q+1/q)$ with $|q|<1$. This is possible for $\zeta$ outside $[-D,D]$, because the two solutions $q$ have product 1. With $E=D\cos\theta$,

$$F=\frac2\pi\int_0^\pi\frac{\sin^2\theta\,d\theta}{\zeta-D\cos\theta}
=\frac{2}{\pi}\,\frac{2q}{D}\int_0^\pi\frac{\sin^2\theta\,d\theta}{1-2q\cos\theta+q^2}.$$

Use the series

$$\frac{1-q^2}{1-2q\cos\theta+q^2}=1+2\sum_{n\ge1}q^n\cos n\theta$$

and $\sin^2\theta=(1-\cos2\theta)/2$. Only the constant and the $n=2$ term survive, so the last integral is $(\pi/2)(1-q^2)/(1-q^2)=\pi/2$. Hence $F=2q/D$, and

$$\zeta=aF+\frac1F,\qquad \Delta=\zeta-\frac1F=aF .$$

With $F=G$ and $u=z-\Delta=z-aG$, the CPA condition is

$$G=\frac12\left(\frac1{u-s}+\frac1{u+s}\right)=\frac{u}{u^2-s^2}. \tag{1}$$

Multiplying out gives your cubic,

$$a^2G^3-2azG^2+(z^2-s^2+a)G-z=0. \tag{2}$$

It is easier to read as a formula for $z$, since $z=u+aG$:

$$z(u)=u+\frac{au}{u^2-s^2},\qquad \Sigma=u-\frac1G=\frac{s^2}{u}. \tag{3}$$

### 3. Which root?

Take the root with $\operatorname{Im}G<0$ when $\operatorname{Im}z>0$. There is exactly one. The imaginary part of $g_\varepsilon=1/(z-\varepsilon-aG)$, averaged, gives

$$-\operatorname{Im}G=\langle|g|^2\rangle\,(\operatorname{Im}z-a\operatorname{Im}G)
\;\Rightarrow\;
a\langle|g|^2\rangle=\frac{-a\operatorname{Im}G}{\operatorname{Im}z-a\operatorname{Im}G}<1 .$$

For two such solutions $G_1,G_2$, we have $g_1-g_2=g_1g_2(1/g_2-1/g_1)=a\,g_1g_2(G_1-G_2)$. The average is

$$G_1-G_2=a\langle g_1g_2\rangle(G_1-G_2).$$

By the Cauchy-Schwarz inequality $|a\langle g_1g_2\rangle|<1$, so $G_1=G_2$.

A solution exists because the map $G\mapsto\langle1/(z-\varepsilon-aG)\rangle$ is continuous and takes the compact convex set $\operatorname{Im}G\le0$, $|G|\le1/\operatorname{Im}z$ into itself, so it has a fixed point (Brouwer). It also belongs to the branch $|q|<1$ used above, since $|q|^2=a|G|^2\le a\langle|g|^2\rangle<1$.

### 4. The band centre

At $z=0$ equation (2) becomes $G\,(a^2G^2-s^2+a)=0$. Near the root $G=0$, a small $z$ gives

$$G\simeq\frac{z}{a-s^2}.$$

If $s^2<a$, this root has $\operatorname{Im}G>0$ and is not physical. The others are $\pm i\sqrt{a-s^2}/a$, and the lower sign is the physical one. Therefore

$$\rho(0)=\frac{\sqrt{a-s^2}}{\pi a}=\frac{2\sqrt{D^2-\delta^2}}{\pi D^2}\qquad(\delta<D).$$

If $s^2>a$, the sign of $a-s^2$ is reversed, the root $G\simeq-z/(s^2-a)$ is physical, and $\rho(0)=0$. The change occurs at $s^2=a$, that is, at $\delta=D$.

### 5. A real gap, not just a zero

On the real axis, let $y=u^2-s^2$. Differentiating (3),

$$\frac{dz}{du}=1+\frac ay-\frac{2au^2}{y^2}=1-\frac ay-\frac{2as^2}{y^2}=\frac{(y-y_+)(y-y_-)}{y^2},$$

$$y_\pm=\frac{a\pm\sqrt{a^2+8as^2}}2 .$$

The corresponding points are $u_\pm^2=s^2+y_\pm$. The value $u_+$ is real for every $\delta$. For $u_-$ we need $2s^2+a\ge\sqrt{a^2+8as^2}$. Both sides are positive, so we may square:

$$4s^4+4as^2\ge8as^2\quad\Longleftrightarrow\quad s^2\ge a\quad\Longleftrightarrow\quad\delta\ge D .$$

A real solution $u$ is physical where $dz/du>0$. There a small $\operatorname{Im}z>0$ gives $\operatorname{Im}u>0$, and since

$$\frac{dG}{du}=-\frac{u^2+s^2}{(u^2-s^2)^2}<0,$$

it gives $\operatorname{Im}G<0$. Where $dz/du<0$, $\operatorname{Im}u$ is negative, which contradicts $\operatorname{Im}u=\operatorname{Im}z-a\operatorname{Im}G>0$.

**For $\delta>D$:** on $|u|<u_-$ we have $y<y_-<0$, so $dz/du>0$. The energy rises from $-E_-$ to $E_-$, where

$$E_\pm=u_\pm\left(1+\frac a{y_\pm}\right).$$

On this whole interval $G$ is real and $\rho=0$. Between $E_-$ and $E_+$ one real solution is left, on the falling part $-s<u<-u_-$. It is not physical, so the physical solution is complex and $\rho>0$. Beyond $E_+$ the rising branch $u>u_+$ takes over and $\rho=0$ again. The order $E_-<E_+$ is assured, because otherwise some energy would have more than the three solutions that (3) allows. Negative energies follow by symmetry.

**For $\delta<D$:** $z(u)$ falls throughout $|u|<s$. For every $|E|<E_+$ the one real solution is unphysical, and $\rho>0$ across the whole band. This completes the proof.

Inside the gap, (3) gives $u\simeq z/(1-a/s^2)$ near $z=0$, hence

$$\Sigma\simeq\frac{s^2-a}{z}.$$

The coherent potential has a pole at the centre, and its strength grows from zero at the threshold. No ordinary potential common to all sites could open the gap; it would merely shift the band.

### 6. At the threshold and just above it

At $\delta=D$ the linear coefficient in (2) is $z^2$. For small $z$ the leading terms are $a^2G^3\simeq z$; the other two are of order $z^{5/3}$ and $z^{7/3}$. The physical cube root gives

$$\rho(E)\simeq\frac{\sqrt3}{2\pi}\left(\frac{|E|}{a^2}\right)^{1/3}.$$

Just above the threshold put $s^2=a(1+\kappa)$, so $\kappa=(\delta/D)^2-1$. Then $\sqrt{a^2+8as^2}=a\sqrt{9+8\kappa}\simeq a(3+4\kappa/3)$, which gives

$$y_-\simeq-a\left(1+\frac{2\kappa}3\right),\qquad u_-^2\simeq\frac{a\kappa}3,\qquad 1+\frac a{y_-}\simeq\frac{2\kappa}3 .$$

To leading order the gap is $2E_-\simeq2D(\kappa/3)^{3/2}$. It opens slowly, with zero initial slope in $\delta$.

### 7. Numbers

Take $D=2$ eV, so $a=1$ eV².

- **$\delta=1$ eV:** $\rho(0)=2\sqrt3/(4\pi)=0.276$ per eV and site. There is one band, with edges at $\pm2.20$ eV.
- **$\delta=2$ eV:** the density vanishes at the centre alone. The outer edges are at $\pm2.60$ eV.
- **$\delta=3$ eV:** $s^2=2.25$ eV² and $y_-=(1-\sqrt{19})/2=-1.67945$ eV². Then $u_-=\sqrt{2.25-1.67945}=0.75535$ eV and $E_-=0.75535\,(1-1/1.67945)=0.306$ eV. The gap is 0.611 eV, and the outer edges are at $\pm3.05$ eV.

In the last case, integrating $-\operatorname{Im}g_A/\pi$ numerically over the upper subband gives an A share of 0.944. The subbands are therefore not pure: about 6% of the upper one sits on B atoms.

There is a model in which the single-site picture becomes exact. Let every pair among $N$ sites be coupled by an independent Gaussian element of mean zero and variance $a/N$. Then $\Delta_i=\sum_{jk}T_{ij}T_{ik}G^{(i)}_{jk}$, where $G^{(i)}$ is computed without site $i$. Since $G^{(i)}$ does not depend on the elements $T_{ij}$, and $\langle T_{ij}T_{ik}\rangle=\delta_{jk}\,a/N$, the mean of the sum is $(a/N)\sum_jG^{(i)}_{jj}$, which tends to $aG$. Its variance over these elements is of order $(a/N)^2\sum_{jk}|G^{(i)}_{jk}|^2\le a^2/[N(\operatorname{Im}z)^2]$, which vanishes. So for large $N$ the sum tends to $aG$ at every site, which is the CPA assumption. Diagonalizing one such matrix with $N=1200$ and $\delta=3$ eV gave a central gap of 0.627 eV, an upper edge at 3.057 eV and an A share of 0.945. The gap is 0.016 eV above the CPA value, in a single sample of finite size.

### 8. Where the statement stops being true

**Another band shape moves the threshold.** For a chain with nearest-neighbour hopping $D/2$, the substitution of section 2 without the factor $2\sin^2\theta$ gives $F=1/\sqrt{\zeta^2-D^2}$. The relation $\Sigma u=s^2$ still holds, with $u=\Sigma+1/F$. At the centre, symmetry makes $\Sigma=-i\sigma$ and $F=-i/r$, with $r=\sqrt{\sigma^2+D^2}$. Thus

$$s^2=\sigma(r-\sigma)\;\Rightarrow\;\sigma^2(\sigma^2+D^2)=(s^2+\sigma^2)^2\;\Rightarrow\;\sigma^2=\frac{s^4}{D^2-2s^2},$$

$$\rho(0)=\frac1{\pi r}=\frac{\sqrt{D^2-2s^2}}{\pi(D^2-s^2)} .$$

This vanishes at $\delta=\sqrt2\,D$, or 2.83 eV here. For larger $\delta$ no finite $\sigma$ solves the equation: $\sigma$ diverges and $\rho(0)=0$. At $\delta=2.6$ eV the chain still has $\rho(0)=0.109$ per eV and site, while the semicircular band has already split. In both cases the threshold is $s^2=\int E^2\rho_0\,dE$, which is $D^2/4$ for the semicircle and $D^2/2$ for the chain. For these two symmetric bands, what $\delta/2$ has to beat is the root-mean-square width of the band, not its full extent.

**The true alloy can have states in the CPA gap.** This is where your $2D$ belongs. With short-range hopping, an infinite random alloy contains arbitrarily large regions of pure A and of pure B. They supply levels throughout $[s-D,s+D]$ and $[-s-D,-s+D]$. These intervals overlap for $\delta<2D$, so the spectrum then has no gap at the centre. For $\delta>2D$ a gap is certain, because $T$ cannot move the spectrum by more than $D$ from the levels $\pm s$.

Levels near the centre do not even need large regions: short runs of like atoms can supply them. Take chains of 600 sites with $\delta=3.4$ eV. Iterating the chain's CPA equation with $\operatorname{Im}z=10^{-4}$ eV gives less than $10^{-4}$ states per eV and site at $E=0$, 0.05 and 0.1 eV. At that density a chain of 600 sites would have about 0.01 levels within 0.1 eV of the centre. Yet diagonalizing 200 chains, each with 300 A and 300 B atoms in random order, gave about 15 levels there on average, with single chains ranging from about 5 to about 25. Over 90% of these levels have their largest weight on a run of five or six like atoms. An isolated run of five A atoms has its lowest level at $1.7-2\cos30^\circ=-0.03$ eV, and the neighbouring B atoms push it up. In small clusters with B atoms at both ends of the run, the level lies between $+0.03$ and $+0.07$ eV for five atoms and between $-0.06$ and $-0.03$ eV for six, inside the window, but near $+0.2$ eV for four, outside it. Runs of B atoms give the mirror images.

The composition matters in such a comparison. Adding a long segment of A atoms to a finite chain would make it richer in A, and the CPA for the equiatomic alloy would no longer be the right reference. In an infinite random alloy the long pure regions occur without changing the average composition.

So the exercise is correct when read as: *within the CPA, and for a semicircular band, the equiatomic alloy splits if and only if $\delta>D$.*
